# Band Pairing on the Zone-Boundary Plane of Bulk 2H MoS2

## Band pairing at $k_z=\pi/c$

Suppose a level of bulk 2H MoS2 at $k_z=\pi/c$ is taken to be single, and its energy is expanded about that plane. Since the spectrum is symmetric under $k_z\to-k_z$ at fixed in-plane wavevector, and $-\pi/c$ is equivalent to $\pi/c$, a smooth single band would have zero slope there. One would assign it a vanishing velocity along the stacking axis and a finite effective mass. For the model band treated below, this gives zero where the velocity is $5.6\times10^{7}$ cm/s. The error lies in the counting: without spin-orbit coupling, every level on this plane belongs to a pair, and the two members can cross the plane with opposite slopes.

### Crystal, Hamiltonian and screw operation

The period $c$ along $z$ contains two layers. In fractions of the lattice vectors $\mathbf a_1,\mathbf a_2,c\hat{\mathbf z}$, with $\mathbf a_1,\mathbf a_2$ at $120^\circ$, the atoms are at

- layer 1: Mo $(\tfrac13,\tfrac23,\tfrac14)$, S $(\tfrac23,\tfrac13,\tfrac14\pm\delta)$;
- layer 2: Mo $(\tfrac23,\tfrac13,\tfrac34)$, S $(\tfrac13,\tfrac23,\tfrac34\pm\delta)$.

The twofold screw operation rotates by $\pi$ about $z$ and raises by half a period:

$$\mathcal S\mathbf r=D\mathbf r+\mathbf w,\qquad D=\mathrm{diag}(-1,-1,1),\qquad \mathbf w=\tfrac c2\hat{\mathbf z}. \tag{1}$$

It sends the Mo atom of layer 1 to $(-\tfrac13,-\tfrac23,\tfrac34)$, which is $(\tfrac23,\tfrac13,\tfrac34)$ after adding $\mathbf a_1+\mathbf a_2$. The S atoms of layer 1 go to $(-\tfrac23,-\tfrac13,\tfrac34\pm\delta)$, equivalent to $(\tfrac13,\tfrac23,\tfrac34\pm\delta)$. In the same way layer 2 goes to layer 1 of the next period. The crystal is therefore unchanged.

We use a mean-field one-electron Hamiltonian without spin-orbit coupling or magnetism,

$$H=-\frac{\hbar^2}{2m}\nabla^2+V(\mathbf r),\qquad V(\mathbf r)=V^*(\mathbf r)=V(\mathcal S\mathbf r). \tag{2}$$

Spin then merely doubles each orbital level, and time reversal $\mathcal T$ acts on the orbital part as complex conjugation. Let the screw act on functions by $(\mathcal S\psi)(\mathbf r)=\psi(\mathcal S^{-1}\mathbf r)$. Since $D^{-1}=D$ and $D\mathbf w=\mathbf w$, inverting (1) gives $\mathcal S^{-1}\mathbf r=D\mathbf r-\mathbf w$. The combined operation $\Theta=\mathcal T\mathcal S$ is

$$(\Theta\psi)(\mathbf r)=\psi^*(D\mathbf r-\mathbf w). \tag{3}$$

Both factors commute with $H$, so $\Theta H=H\Theta$.

### Which wavevectors are preserved

A Bloch state obeys $\psi(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi(\mathbf r)$ for every lattice vector $\mathbf R$. The vector $D\mathbf R$ is also a lattice vector, so (3) gives

$$(\Theta\psi)(\mathbf r+\mathbf R)=\psi^*(D\mathbf r-\mathbf w+D\mathbf R)
=e^{-i\mathbf k\cdot D\mathbf R}(\Theta\psi)(\mathbf r). \tag{4}$$

Because $\mathbf k\cdot D\mathbf R=(D\mathbf k)\cdot\mathbf R$, the new wavevector is $-D\mathbf k$:

$$\Theta:\quad(k_x,k_y,k_z)\longrightarrow(k_x,k_y,-k_z). \tag{5}$$

The screw reverses the in-plane wavevector $\mathbf q=(k_x,k_y)$, and conjugation reverses it back. The component $k_z$ is reversed once. It is equivalent to its negative when $2k_z$ is a multiple of $2\pi/c$, hence at $k_z=0$ and $k_z=\pi/c$. On these two planes $\Theta$ maps the states at each $\mathbf q$ among themselves.

### The square of $\Theta$ and the pairing

Applying (3) twice removes the conjugation:

$$(\Theta^2\psi)(\mathbf r)=\psi\big(D(D\mathbf r-\mathbf w)-\mathbf w\big)
=\psi(\mathbf r-2\mathbf w)=\psi(\mathbf r-c\hat{\mathbf z})=e^{-ik_zc}\psi(\mathbf r). \tag{6}$$

Therefore

$$\Theta^2=+1\ \text{ at }k_z=0,\qquad \Theta^2=-1\ \text{ at }k_z=\pi/c. \tag{7}$$

The minus sign is the Bloch phase accumulated over one period. It plays the part that spin plays in the usual Kramers theorem.

For two states at the same $\mathbf k$ on either plane, with inner products taken over a unit cell, a change of variable gives

$$\langle\Theta a|\Theta b\rangle=\int a(\mathcal S^{-1}\mathbf r)\,b^*(\mathcal S^{-1}\mathbf r)\,d^3r
=\int a\,b^*\,d^3r=\langle b|a\rangle. \tag{8}$$

Take $H\psi=E\psi$ at $k_z=\pi/c$. The state $\Theta\psi$ has the same energy and wavevector. Put $a=\psi$ and $b=\Theta\psi$ in (8). The left side is $\langle\Theta\psi|\Theta^2\psi\rangle=-\langle\Theta\psi|\psi\rangle$, and the right side is $\langle\Theta\psi|\psi\rangle$. Hence

$$\langle\Theta\psi|\psi\rangle=-\langle\Theta\psi|\psi\rangle=0. \tag{9}$$

The two states are orthogonal, so the level is at least twofold.

To show that its multiplicity is even, suppose the level contains another state $\varphi$ orthogonal to both $\psi$ and $\Theta\psi$. Equation (8) with $a=\psi$, $b=\varphi$ gives $\langle\Theta\psi|\Theta\varphi\rangle=\langle\varphi|\psi\rangle=0$. With $a=\Theta\psi$, $b=\varphi$ it gives

$$-\langle\psi|\Theta\varphi\rangle=\langle\Theta^2\psi|\Theta\varphi\rangle=\langle\varphi|\Theta\psi\rangle=0. \tag{10}$$

Thus $\Theta\varphi$ is orthogonal to the first pair, and (9) applied to $\varphi$ makes it orthogonal to $\varphi$. States are removed two at a time until the finite-dimensional eigenspace is exhausted. Every level at $k_z=\pi/c$, for every $\mathbf q$, therefore has even orbital multiplicity. Counting spin, it is at least fourfold.

At $k_z=0$ the same substitution gives the identity $\langle\Theta\psi|\psi\rangle=\langle\Theta\psi|\psi\rangle$, and a single level is allowed. At other values of $k_z$, $\Theta$ relates two different wavevectors and forces no degeneracy at either one.

### How a pair leaves the plane

For a small wavevector change $\boldsymbol\kappa$, removing the factor $e^{i\boldsymbol\kappa\cdot\mathbf r}$ from the Bloch states replaces $H$ by

$$e^{-i\boldsymbol\kappa\cdot\mathbf r}He^{i\boldsymbol\kappa\cdot\mathbf r}
=H+\frac{\hbar}{m}\boldsymbol\kappa\cdot\mathbf p+\frac{\hbar^2\kappa^2}{2m}. \tag{11}$$

The first-order energies are the eigenvalues of the middle term within the degenerate level. Conjugation reverses all components of $\mathbf p$, while the screw reverses $p_x$ and $p_y$. Consequently $O\Theta=\eta\Theta O$, with $\eta=+1$ for $O=p_x,p_y$ and $\eta=-1$ for $O=p_z$.

Consider a level containing just $\psi$ and $\Theta\psi$. From (8) and the Hermiticity of $O$,

$$\langle\Theta\psi|O\Theta\psi\rangle=\eta\langle\Theta\psi|\Theta O\psi\rangle
=\eta\langle O\psi|\psi\rangle=\eta\langle\psi|O\psi\rangle. \tag{12}$$

For the off-diagonal element, replace $\psi$ in the bra by $-\Theta^2\psi$ and use (8) again:

$$\langle\psi|O\Theta\psi\rangle=-\eta\langle\Theta^2\psi|\Theta O\psi\rangle
=-\eta\langle O\psi|\Theta\psi\rangle=-\eta\langle\psi|O\Theta\psi\rangle. \tag{13}$$

For $\eta=+1$ the off-diagonal element vanishes and the diagonal elements agree. The pair moves together as $\mathbf q$ changes, as the theorem requires. For $\eta=-1$ the matrix is traceless, with eigenvalues of opposite sign. Along $z$ the energies are

$$E_\pm(\pi/c+\kappa_z)=E_0\pm b\,\kappa_z+O(\kappa_z^2). \tag{14}$$

If $b=0$, any splitting starts at higher order.

### What protects the pairs

Slide layer 2 sideways by $\mathbf d$ in every period. An atom of layer 1 at in-plane position $\boldsymbol\rho$ then has its partner in layer 2 at $\mathbf d-\boldsymbol\rho$. The map $(\boldsymbol\rho,z)\to(\mathbf d-\boldsymbol\rho,z+c/2)$ still exchanges the layers, and its square is translation by $c$. The screw axis has moved to $\mathbf d/2$, but the proof is unchanged. Uniform in-plane strain, with the stacking axis kept perpendicular, also preserves the screw because a linear in-plane map commutes with $\boldsymbol\rho\to-\boldsymbol\rho$.

Unequal distances between successive layers remove the screw. Inversion $\mathcal P$ survives in that case, but does not save the pairs: for spinless electrons $(\mathcal P\mathcal T)^2=+1$.

These statements were tested by diagonalizing a three-dimensional model crystal with Gaussian wells at the 2H positions. The wells are 60 eV deep at Mo and 40 eV at S, with Gaussian width 0.05 nm and $\delta=0.13$. The lattice constants are $a=0.316$ nm and $c=1.23$ nm, and the plane-wave cutoff is 100 eV. This crystal has the right symmetry, but its energies are not those of MoS2. Nor are they converged: raising the cutoff to 300 eV lowers the levels quoted below by 0.1 to 0.5 eV and changes the quoted slope and symmetry-breaking splittings by up to 6%. The pairing holds to rounding error at either cutoff.

At $\mathbf q=(0.17,0.29)$ in reciprocal-vector fractions, the six lowest levels on the plane are $-11.15$, $-3.51$ and $-3.02$ eV, each occurring twice. At $k_z=0$ and the same $\mathbf q$ there are six different values, from $-11.16$ to $-2.87$ eV; the lowest two are 0.024 eV apart at this cutoff but only 0.003 eV apart at 300 eV. Over eight in-plane points, three of high symmetry and five random, the largest splitting of any pair at $k_z=\pi/c$ is $4\times10^{-13}$ eV, which is rounding error. The largest slope $b$ among the ten lowest pairs at the quoted $\mathbf q$ is 0.81 eV nm.

At this same $\mathbf q$ and $k_z=\pi/c$, the following changes separate the conditions of the theorem:

- Sliding layer 2 by $0.11\mathbf a_1+0.23\mathbf a_2$ leaves the pairs intact. So does an in-plane strain of a few per cent.
- Adding a 30 eV deep well at the general position $(0.13,0.41,0.07)$, together with its screw image, removes inversion and the mirrors. The pairs remain.
- Raising layer 2 by $0.02c$ splits pairs by up to 0.36 eV among the twenty lowest levels. Making its wells 5% shallower instead gives up to 1.26 eV.
- With the extra wells present, let $f$ be their potential less its mean. Adding $(\ell/2\hbar)(fp_z+p_zf)$ with $\ell=0.02$ nm preserves the screw but breaks time reversal. The largest splitting in the same group is 0.23 eV.

### One orbital per layer

An explicit dispersion follows if each layer has one real orbital, these orbitals are orthonormal, and hopping connects neighbouring layers. Call the layers $A$ and $B$, and define the $B$ orbital as the screw image of the $A$ orbital. Since $\mathcal S^2$ is a translation, applying the screw again gives the next $A$ orbital without an extra sign.

An in-plane hop by $\mathbf e$ with real amplitude $s$ in $A$ has an image by $-\mathbf e$ with the same amplitude in $B$. Together with its reverse, either contributes $2s\cos(\mathbf q\cdot\mathbf e)$. The two layers therefore have the same energy $\varepsilon(\mathbf q)$.

Let upward hops from $A$ to $B$ have displacements $(\mathbf d_i,c/2)$ and real amplitudes $t_i$, and define

$$\tau(\mathbf q)=\sum_i t_i e^{-i\mathbf q\cdot\mathbf d_i}. \tag{15}$$

They contribute $\tau e^{-ik_zc/2}$ to $H_{BA}$. Their screw images, from $B$ up to the next $A$, have displacements $(-\mathbf d_i,c/2)$ and contribute $\tau^*e^{-ik_zc/2}$ to $H_{AB}$. The Hermitian conjugate of the latter contributes $\tau e^{ik_zc/2}$ to $H_{BA}$. Hence

$$H_{BA}=\tau\left(e^{-ik_zc/2}+e^{ik_zc/2}\right)=2\tau\cos\frac{k_zc}{2}, \tag{16}$$

$$E_\pm=\varepsilon(\mathbf q)\pm2|\tau(\mathbf q)|\left|\cos\frac{k_zc}{2}\right|. \tag{17}$$

At $k_z=\pi/c$ the hopping amplitudes to the layers above and below cancel. In this model the two partners can be chosen on different sets of layers.

### The limit set by spin-orbit coupling

Now let the in-plane amplitude for spin up acquire an imaginary part, $s=s'+is''$, while interlayer hopping stays real and conserves spin. In layer $A$ a hop and its reverse add to

$$se^{-i\mathbf q\cdot\mathbf e}+s^*e^{i\mathbf q\cdot\mathbf e}
=2s'\cos(\mathbf q\cdot\mathbf e)+2s''\sin(\mathbf q\cdot\mathbf e). \tag{18}$$

The sine terms sum to $\lambda(\mathbf q)$. In layer $B$, $\mathbf e$ becomes $-\mathbf e$ and the sum is $-\lambda$. The matrix for spin up has diagonal elements $\varepsilon\pm\lambda$ and the off-diagonal element (16), so

$$E_\pm=\varepsilon\pm\sqrt{\lambda^2+4|\tau|^2\cos^2(k_zc/2)}. \tag{19}$$

Time reversal conjugates $s$ for spin down, which changes $\lambda$ to $-\lambda$ and leaves (19) unchanged. On the plane the fourfold level separates into two twofold levels, $2|\lambda|$ apart.

This agrees with the general argument. With spin, $\mathcal T^2=-1$ and the square of the spin rotation by $\pi$ is also $-1$. The signs cancel, leaving $\Theta^2=e^{-ik_zc}=-1$ on the plane. The guarantee from $\Theta$ alone is then twofold degeneracy including spin, rather than fourfold. In the 2H crystal, inversion combined with time reversal already makes every level twofold at every $\mathbf k$, so a general point of the plane has no higher multiplicity than a point off it. The further symmetries of the crystal keep the levels fourfold at the centre of the plane and on the lines from it to the midpoints of the zone edges (A–L). In a crystal with the screw but no inversion, levels at general points are twofold on the plane and single off it.

### A numerical case in the valence-band regime

Take $c=1.23$ nm. On the line $\mathbf q=0$, let $\tau=0.30$ eV; there $\lambda=0$ because the sines in (18) vanish. On the vertical line through the corner of the hexagonal zone, let $\tau=0.04$ eV and $\lambda=0.075$ eV. A nonzero $\tau$ at the corner requires a suitable orbital: with threefold symmetry, one centred in the empty hexagon of the layer allows it, whereas for one centred on Mo the terms of (15) cancel there. From (19) the splitting is

$$\Delta=2\sqrt{\lambda^2+4\tau^2\cos^2(k_zc/2)}. \tag{20}$$

| $k_z$ | centre (eV) | corner, $\lambda=0$ (eV) | corner with $\lambda$ (eV) |
|---|---:|---:|---:|
| $0$ | 1.200 | 0.160 | 0.219 |
| $\pi/2c$ | 0.849 | 0.113 | 0.188 |
| $\pi/c$ | 0 | 0 | 0.150 |

For example, the first centre entry is $4\times0.30=1.20$ eV, and the next is this value times $\cos(\pi/4)$.

At distance $\kappa>0$ from the plane, $\cos(\pi/2-\kappa c/2)=\sin(\kappa c/2)$, so on the centre line

$$\Delta=4\tau\sin(\kappa c/2)\simeq2\tau c\kappa. \tag{21}$$

Each branch has slope of magnitude $\tau c=0.30\times1.23=0.369$ eV nm. Division by $\hbar$ gives the velocity $5.6\times10^7$ cm/s. At 300 K, $k_BT=0.0259$ eV. The splitting equals this energy at

$$\kappa=\frac2c\arcsin\frac{k_BT}{4\tau}=0.035\ \mathrm{nm}^{-1}, \tag{22}$$

or 1.4% of $\pi/c$. Thermal energy does not mix or split the bands; here it serves only as a scale for comparison. On the centre line the crossing lies $2\tau=0.60$ eV, or about $23k_BT$, below the top of the upper branch at $k_z=0$. Holes at 300 K therefore reach it in appreciable numbers only if the Fermi level lies far below the valence-band top.

### Real layers and finite channels

The parameters are rough values for MoS2 valence bands: interlayer coupling is a few tenths of an eV at the zone centre and much smaller at the corner, where the spin-orbit splitting is roughly 0.15 eV. That splitting is 5.8 times $k_BT$ at 300 K, so the spinless result is a poor approximation to the corner valence bands on the plane. In the model it remains valid on the centre line.

If successive interlayer hoppings alternate as $\tau(1\pm\xi)$, the cancellation in (16) is incomplete. At $k_z=\pi/c$, $|H_{BA}|=2\xi\tau$ and the splitting is $4\xi\tau$. For $\xi=0.01$ on the centre line this is 0.012 eV.

A thin channel departs further, because it has no conserved $k_z$. For $N$ layers at $\mathbf q=0$, try amplitudes $a_n=\sin(n\theta)$. The chain equation gives

$$\tau(a_{n-1}+a_{n+1})=2\tau\cos\theta\,a_n. \tag{23}$$

The amplitudes must vanish at the fictitious sites $n=0$ and $n=N+1$, hence $\theta=j\pi/(N+1)$ and

$$E_j=\varepsilon+2\tau\cos\frac{j\pi}{N+1},\qquad j=1,\ldots,N. \tag{24}$$

These levels are all different. For eight layers, 4.92 nm thick, the middle two are $j=4$ and $j=5$. They are separated by $4\tau\sin(\pi/18)=0.208$ eV, where the bulk pair has zero separation. These two levels lie 0.46 and 0.67 eV below the highest one. Holes near the valence edge instead occupy the top levels, the first two of which are 0.104 eV apart.

A uniform vertical field of 0.1 MV/cm inside this film adds 0.0062 eV per layer, yet changes the middle gap from 0.2084 to 0.2083 eV. To first order, a linear potential shifts all levels equally, because each $a_n^2$ is symmetric about the film centre. In second order, each middle level is pushed down by the nearest level above it and up by the nearest level below it. Each push is about 0.0006 eV, and the two nearly cancel. This field is weak, and the highest level has no neighbour above it to provide the cancellation: at 1 MV/cm the middle gap is 0.202 eV, while the gap between the top two levels grows from 0.104 to 0.178 eV.

Collisions limit what can be resolved. A rough mobility $\mu=100$ cm²/Vs and mass $m^*=0.5\,m_e$ give the time $\mu m^*/e=28$ fs and the energy width $\hbar e/(\mu m^*)=0.023$ eV. Applying this in-plane, band-edge estimate to motion along $z$, and to the crossing and middle film levels about half an eV or more below the edge, is an assumption. Holes that deep can also scatter by emitting phonons, so their widths may be larger. On that estimate, the 0.012 eV splitting from uneven hopping would be blurred, while the 0.15 eV spin-orbit splitting and the 0.21 eV film gap would not. The remaining values are listed in the numerical output.

## Numbers as computed

```
Cell: a = 0.316 nm, c = 1.23 nm; pi/c = 2.5541 nm^-1
Wells: Mo 60 eV, S 40 eV, width 0.05 nm; cutoff 100 eV
Plane waves at the generic point: 236
Generic point, fractions of reciprocal vectors: (0.17, 0.29)
Lowest 6 levels, kz=pi/c (eV): -11.1489 -11.1489 -3.5125 -3.5125 -3.0189 -3.0189
Lowest 6 levels, kz=0 (eV): -11.1570 -11.1326 -3.5785 -3.3643 -3.2310 -2.8687
Largest pair splitting, all bands, 8 points, kz=pi/c: 3.6e-13 eV
Smallest gap between the lowest 10 pairs, kz=pi/c: 0.4935 eV
Largest splitting in lowest 10 would-be pairs, kz=0: 1.2857 eV
Pairing kept, one layer slid sideways: largest splitting 2.3e-13 eV
Pairing kept, in-plane strain: largest splitting 3.4e-13 eV
Pairing kept, inversion and mirrors removed: largest splitting 3.1e-13 eV
Pairing lost, alternating layer gaps: largest splitting 0.3644 eV
Pairing lost, unequal layers (5% depth): largest splitting 1.2584 eV
Pairing lost, time reversal broken, screw kept: largest splitting 0.2342 eV
Theta squared: -1.000000 at kz=pi/c, 1.000000 at kz=0
Overlap |<psi|Theta psi>|: 1.8e-17 at kz=pi/c, 1.000000 at kz=0
Weight of Theta psi on the partner state: 1.000000
Largest kz slope among 10 pairs: +/-0.8130 eV nm
Largest slope error against finite differences: 1.2e-09 eV nm
Layer-model error against hopping sums: 2.7e-15 (model energy unit)
Example: tau centre 0.3 eV, tau corner 0.04 eV, lam 0.075 eV
Splitting at kz=0: centre 1.2000, corner 0.1600, corner with spin-orbit 0.2193 eV
Splitting at kz=pi/2c: centre 0.8485, corner 0.1131, corner with spin-orbit 0.1879 eV
Splitting at kz=pi/c: centre 0.0000, corner 0.0000, corner with spin-orbit 0.1500 eV
Crossing velocity on the centre line: 5.606e+07 cm/s
kT at 300 K: 0.02585 eV
Distance from plane where centre splitting = kT: 0.03503 nm^-1
That distance as a fraction of pi/c: 0.01372
Spin-orbit splitting at corner, kz=pi/c, over kT: 5.80
Hopping alternation +/-1%: centre splitting 0.0120 eV
Film: 8 layers, 4.92 nm; middle gap 0.2084 eV
Field 0.1 MV/cm: step per layer 0.00615 eV
Film middle gap in that field: 0.2083 eV
Mobility 100 cm2/Vs, mass 0.5 m_e: time 28.4 fs
Collision broadening hbar/time: 0.0232 eV
```
